# Correcting electrocaloric temperature changes from coarse-grained effective Hamiltonians: verification in Python

```python
"""
Result under test: a coarse-grained ferroelectric model with kept entropy S_k(T,F)
has the physical adiabatic final temperature T2 fixed by
  S_k(T2,F2) + n_o k_B ln(T2) = S_k(T1,F1) + n_o k_B ln(T1),
where n_o is the number of omitted classical harmonic modes per cell.
The raw model result is the same balance with n_o = 0.
u: kept local mode (3 components), q: omitted modes, F = Z E: force on u.
Energies are in eV, lengths in angstrom, masses in amu, temperatures in K.
The kept modes form a ring with nearest-neighbour coupling. Its thermodynamics
comes from a transfer operator; molecular dynamics is the independent check.
Parameters are round model values of rough BaTiO3 size, not fitted values.
"""
import numpy as np
from numpy.polynomial import Chebyshev
from scipy import constants as sc
from scipy.optimize import brentq

KB = sc.k / sc.e
TIME_UNIT = np.sqrt(sc.atomic_mass * sc.angstrom**2 / sc.e)
T1 = 400.0
CHARGE = 9.0
VOLUME = 64.0
MASS = 40.0
FIELD_MV_CM = 1.0
FORCE = CHARGE * FIELD_MV_CM * 1e8 * sc.angstrom
NEIGHBOUR = 4.0
QUARTIC = 25.0
BARE_STIFFNESS = 8.87
OMITTED_STIFFNESS = np.array([6.0, 9.0, 12.0, 16.0])
COUPLING = np.array([1.8, 2.7, 3.6, 4.8])
N_OMITTED = 3 * len(OMITTED_STIFFNESS)

# Quadratic form of the full cell, one copy per Cartesian direction.
FULL_MATRIX = np.diag(np.r_[BARE_STIFFNESS, OMITTED_STIFFNESS])
FULL_MATRIX[0, 1:] = -COUPLING
FULL_MATRIX[1:, 0] = -COUPLING
# Relaxing q at fixed u leaves the effective stiffness of the kept mode.
STIFFNESS = BARE_STIFFNESS - COUPLING @ np.linalg.solve(
    FULL_MATRIX[1:, 1:], COUPLING)


def factor_ratio(force, stiffening):
    """Z_full/Z_eff for one scalar cell; q couples to u and to u squared."""
    u = np.linspace(-0.7, 0.7, 701)
    q = np.linspace(-1.8, 1.8, 1201)
    beta = 1 / (KB * T1)
    k_q = 9.0 * (1 + stiffening * u**2)
    g_u = 2.7 * u + 10.0 * u**2
    bare = u**2 + 25.0 * u**4 - force * u
    energy = (bare[:, None] + 0.5 * k_q[:, None] * q**2
              - g_u[:, None] * q)
    full = np.exp(-beta * energy).sum() * (q[1] - q[0])
    effective = np.exp(-beta * (bare - g_u**2 / (2 * k_q))).sum()
    return full / effective


ratio_zero = factor_ratio(0.0, 0.0)
ratio_field = factor_ratio(FORCE, 0.0)
gaussian = np.sqrt(2 * np.pi * KB * T1 / 9.0)
assert abs(ratio_zero / gaussian - 1) < 1e-8
assert abs(ratio_field / ratio_zero - 1) < 1e-8
broken_shift = factor_ratio(FORCE, 10.0) / factor_ratio(0.0, 10.0) - 1
assert abs(broken_shift) > 1e-3


def chain(temp, force, points=21, limit=0.46):
    """Configurational free energy, mean u_z and mean u squared per cell."""
    x = np.linspace(-limit, limit, points)
    step = x[1] - x[0]
    beta = 1 / (KB * temp)
    r2 = (x[:, None, None]**2 + x[None, :, None]**2
          + x[None, None, :]**2)
    site = (0.5 * (STIFFNESS - 2 * NEIGHBOUR) * r2 + QUARTIC * r2**2
            - force * x[None, None, :])
    weight = np.exp(-0.5 * beta * site)
    bond = np.exp(-0.5 * beta * NEIGHBOUR * (x[:, None] - x)**2)
    psi = weight / np.linalg.norm(weight)
    old = 0.0
    for _ in range(400):
        new = weight * psi
        new = (bond @ new.reshape(points, -1)).reshape(psi.shape)
        new = np.matmul(bond, new)
        new = (new.reshape(-1, points) @ bond).reshape(psi.shape)
        new *= weight
        value = np.vdot(psi, new)
        psi = new / np.linalg.norm(new)
        if abs(value - old) < 1e-13 * value:
            break
        old = value
    else:
        raise RuntimeError("transfer iteration did not converge")
    density = psi**2
    free = -KB * temp * np.log(value * step**3)
    return free, np.sum(density * x), np.sum(density * r2)


class Thermo:
    """Smooth temperature dependence of the kept modes at one field."""

    def __init__(self, force, points=21, limit=0.46):
        def values(temps):
            return np.array([chain(t, force, points, limit)[0]
                             for t in temps])
        self.free = Chebyshev.interpolate(values, 12, domain=[340, 600])
        self.first = self.free.deriv()
        self.second = self.first.deriv()

    def entropy(self, temp):
        return -self.first(temp) + 1.5 * KB * np.log(temp)

    def heat(self, temp):
        return -temp * self.second(temp) + 1.5 * KB

    def energy(self, temp):
        return self.free(temp) - temp * self.first(temp) + 1.5 * KB * temp


def slow_rise(start, end, omitted, shift=0.0):
    """shift: mean relative frequency rise of omitted modes at final field."""
    def balance(temp):
        return (end.entropy(temp) - start.entropy(T1)
                + omitted * KB * (np.log(temp / T1) - shift))
    return brentq(balance, T1 - 20, 590) - T1


def sudden_rise(start, end, omitted):
    def balance(temp):
        return (end.energy(temp) - start.energy(T1)
                + omitted * KB * (temp - T1))
    return brentq(balance, T1 - 20, 590) - T1


zero = Thermo(0.0)
high = Thermo(FORCE)
half = Thermo(FORCE / 2)
raw = slow_rise(zero, high, 0)
raw_six = slow_rise(zero, high, 3)
corrected = slow_rise(zero, high, N_OMITTED)
half_corrected = slow_rise(zero, half, N_OMITTED)
sudden_raw = sudden_rise(zero, high, 0)
sudden_corrected = sudden_rise(zero, high, N_OMITTED)
heat_kept = high.heat(T1)
heat_total = heat_kept + N_OMITTED * KB
scaled = raw * heat_kept / heat_total
counted = raw * 3 / (3 + N_OMITTED)

# Entropy change from temperature derivatives of the polarization.
entropy_change = high.entropy(T1) - zero.entropy(T1)
nodes, weights = np.polynomial.legendre.leggauss(6)
maxwell = 0.0
for node, weight_node in zip(nodes, weights):
    force_node = 0.5 * FORCE * (node + 1)
    slope = (chain(T1 + 2, force_node)[1]
             - chain(T1 - 2, force_node)[1]) / 4
    maxwell += 0.5 * FORCE * weight_node * slope
assert abs(maxwell / entropy_change - 1) < 2e-3

fine_zero = Thermo(0.0, 27, 0.50)
fine_high = Thermo(FORCE, 27, 0.50)
grid_raw = slow_rise(fine_zero, fine_high, 0) - raw
grid_corrected = slow_rise(fine_zero, fine_high, N_OMITTED) - corrected
assert abs(grid_raw) < 0.01 and abs(grid_corrected) < 0.01

DT = 0.25
RAMP = 1500.0


def dynamics(matrix, cells, ramp, hold, seed):
    """Temperature rise of all modes, of kept modes, and final mean u_z."""
    rng = np.random.default_rng(seed)
    kinds = len(matrix)
    pos = np.zeros((kinds, 3, cells))
    vel = np.zeros_like(pos)

    def run(duration, force_start, force_end, record=False):
        steps = int(round(duration / DT))
        samples = []
        for step in range(steps):
            force = force_start + (force_end - force_start) * step / steps
            u = pos[0]
            grad = (matrix @ pos.reshape(kinds, -1)).reshape(pos.shape)
            kept = grad[0]
            r2 = u[0] * u[0] + u[1] * u[1] + u[2] * u[2]
            kept += (4 * QUARTIC * r2) * u
            pull = NEIGHBOUR * u
            kept[:, 1:] -= pull[:, :-1]
            kept[:, :-1] -= pull[:, 1:]
            kept[:, 0] -= pull[:, -1]
            kept[:, -1] -= pull[:, 0]
            kept[2] -= force
            grad *= DT / MASS
            np.subtract(vel, grad, out=vel)
            np.multiply(vel, DT, out=grad)
            np.add(pos, grad, out=pos)
            if record and step % 4 == 0:
                scale = MASS / (3 * cells * KB)
                samples.append((scale * np.vdot(vel, vel) / kinds,
                                scale * np.vdot(vel[0], vel[0]),
                                pos[0, 2].mean()))
        return np.mean(samples, axis=0) if record else None

    for _ in range(80):
        vel[...] = rng.normal(size=vel.shape) * np.sqrt(KB * T1 / MASS)
        run(10.0, 0.0, 0.0)
    before = run(hold, 0.0, 0.0, True)
    if ramp > 0:
        run(ramp, 0.0, FORCE)
    run(500.0, FORCE, FORCE)
    after = run(hold, FORCE, FORCE, True)
    return after[0] - before[0], after[1] - before[1], after[2]


kept_matrix = np.array([[STIFFNESS]])
md_raw, _, md_raw_u = dynamics(kept_matrix, 3000, RAMP, 2000.0, 11)
md_full, md_full_kept, md_full_u = dynamics(
    FULL_MATRIX, 1500, RAMP, 3000.0, 12)
md_sudden, _, _ = dynamics(kept_matrix, 3000, 0.0, 1000.0, 13)
u_raw = chain(T1 + raw, FORCE)[1]
u_corrected = chain(T1 + corrected, FORCE)[1]
# Tolerances cover thermal noise of the finite rings and finite run times.
assert abs(md_raw - raw) < 3.0
assert abs(md_full - corrected) < 1.2
assert abs(md_full_kept - corrected) < 5.0
assert abs(md_sudden - sudden_raw) < 6.0
assert abs(md_raw_u - u_raw) < 0.004
assert abs(md_full_u - u_corrected) < 0.004

# Separate two-phase model: transition entropy, shifted transition, narrow width.
JUMP = 0.15
TC_ZERO, TC_FIELD, WIDTH = 398.0, 408.0, 0.2


def phase_rise(modes):
    def ordered(temp, critical):
        return 0.5 * (1 + np.tanh((critical - temp) / (2 * WIDTH)))

    def balance(temp):
        return (modes * np.log(temp / T1) - JUMP
                * (ordered(temp, TC_FIELD) - ordered(T1, TC_ZERO)))
    return brentq(balance, T1 - 1, T1 + 40) - T1


phase_raw = phase_rise(3)
phase_full = phase_rise(15)
assert abs(phase_raw - (TC_FIELD - T1)) < 1.0
assert abs(phase_full - T1 * np.expm1(JUMP / 15)) < 0.1
assert abs(phase_raw / 5 - phase_full) > 1.0

# Size of neglected effects; phonon energies are rough, three modes each.
PHONONS = np.array([0.010, 0.025, 0.040, 0.065])


def quantum_entropy(temp):
    x = PHONONS / (KB * temp)
    return 3 * KB * np.sum(x / np.expm1(x) - np.log(-np.expm1(-x)))


quantum = brentq(lambda t: high.entropy(t) - zero.entropy(T1)
                 + quantum_entropy(t) - quantum_entropy(T1),
                 T1 - 20, 590) - T1
x_phonon = PHONONS / (KB * T1)
quantum_heat = 3 * np.sum(x_phonon**2 * np.exp(x_phonon)
                          / np.expm1(x_phonon)**2)
SHIFT = 0.001
shifted = slow_rise(zero, high, N_OMITTED, SHIFT)
shift_estimate = T1 * N_OMITTED * KB * SHIFT / heat_total
assert abs((shifted - corrected) / shift_estimate - 1) < 0.05
mean_u2 = chain(T1, 0.0)[2]
curvature = STIFFNESS + 20 * QUARTIC * mean_u2 / 3
soft_energy = sc.hbar / sc.e / TIME_UNIT * np.sqrt(curvature / MASS)
soft_quantum = (soft_energy / (KB * T1))**2 / 12
heat_volume = heat_total * sc.e / (VOLUME * sc.angstrom**3)
EXPANSION, BULK, CONDUCTIVITY = 3e-5, 1.6e11, 1e-10
pressure_heat = EXPANSION**2 * BULK * T1 / heat_volume
joule_rate = CONDUCTIVITY * (FIELD_MV_CM * 1e8)**2 / heat_volume
polarization = (CHARGE * u_corrected * sc.e / (VOLUME * sc.angstrom**2)
                * 100)
well_u = np.sqrt((2 * NEIGHBOUR - STIFFNESS) / (4 * QUARTIC))
well_depth = (2 * NEIGHBOUR - STIFFNESS)**2 / (16 * QUARTIC)

print(f"start {T1:.0f} K; field {FIELD_MV_CM:.1f} MV/cm; force {FORCE:.3f} eV/A")
print(f"mode charge {CHARGE:.1f} e; cell volume {VOLUME:.0f} A^3; mass {MASS:.0f} amu")
print(f"bare, effective stiffness {BARE_STIFFNESS:.2f}, {STIFFNESS:.2f} eV/A^2")
print(f"neighbour coupling {NEIGHBOUR:.1f} eV/A^2; quartic {QUARTIC:.1f} eV/A^4")
print("omitted stiffnesses", OMITTED_STIFFNESS, "eV/A^2")
print("couplings to kept mode", COUPLING, "eV/A^2")
print(f"uniform well: u {well_u:.3f} A, depth {well_depth:.4f} eV")
print(f"factorization: field change of ratio {ratio_field/ratio_zero-1:.1e}")
print(f"u-dependent stiffness: field change of ratio {100*broken_shift:.2f} %")
print(f"isothermal entropy change {entropy_change/KB:.4f} k_B per cell")
print(f"same from polarization slope {maxwell/KB:.4f} k_B per cell")
print(f"kept heat capacity, zero field {zero.heat(T1)/KB:.3f} k_B")
print(f"kept heat capacity, final field {heat_kept/KB:.3f} k_B")
print(f"total heat capacity, final field {heat_total/KB:.3f} k_B")
print(f"heat-capacity factor {heat_kept/heat_total:.4f}; mode-count factor {3/15:.4f}")
print(f"raw heating, 3 moving modes {raw:.3f} K")
print(f"heating, 6 moving modes {raw_six:.3f} K")
print(f"corrected heating, 15 moving modes {corrected:.3f} K")
print(f"raw scaled by heat capacities {scaled:.3f} K")
print(f"raw scaled by mode count {counted:.3f} K")
print(f"corrected heating at half field {half_corrected:.3f} K")
print(f"grid shifts: raw {grid_raw:.1e} K, corrected {grid_corrected:.1e} K")
print(f"mean u at corrected final state {u_corrected:.4f} A")
print(f"polarization at that state {polarization:.2f} uC/cm2")
print(f"MD ramp time {RAMP*TIME_UNIT*1e12:.1f} ps; step {DT*TIME_UNIT*1e15:.2f} fs")
print(f"MD slow heating, kept modes only {md_raw:.2f} K")
print(f"MD slow heating, full model, all modes {md_full:.2f} K")
print(f"MD slow heating, full model, kept part {md_full_kept:.2f} K")
print(f"mean u, kept only: MD {md_raw_u:.4f}, theory {u_raw:.4f} A")
print(f"mean u, full: MD {md_full_u:.4f}, theory {u_corrected:.4f} A")
print(f"sudden raw heating: theory {sudden_raw:.2f}, MD {md_sudden:.2f} K")
print(f"sudden corrected heating {sudden_corrected:.3f} K")
print(f"two-phase: Tc {TC_ZERO:.0f} to {TC_FIELD:.0f} K; entropy {JUMP:.2f} k_B")
print(f"two-phase heating: raw {phase_raw:.2f}, full {phase_full:.2f} K")
print(f"two-phase raw divided by five {phase_raw/5:.2f} K")
print("rough omitted phonon energies", PHONONS, "eV")
print(f"quantum omitted heat capacity {quantum_heat:.3f} k_B")
print(f"heating with quantum omitted modes {quantum:.3f} K")
print(f"typical kept-mode quantum energy {soft_energy:.4f} eV")
print(f"kept-mode quantum heat-capacity scale {100*soft_quantum:.1f} % per mode")
print(f"omitted frequency rise {100*SHIFT:.1f} %: heating {shifted:.3f} K")
print(f"volumetric heat capacity {heat_volume/1e6:.2f} J/(cm3 K)")
print(f"rough expansion {EXPANSION:.0e} /K; bulk modulus {BULK/1e9:.0f} GPa")
print(f"constant-pressure heat-capacity excess {100*pressure_heat:.1f} %")
print(f"assumed leakage conductivity {CONDUCTIVITY:.0e} S/m")
print(f"Joule heating rate {joule_rate:.2f} K/s")
print("all good")
```

Running it gives:

```
start 400 K; field 1.0 MV/cm; force 0.090 eV/A
mode charge 9.0 e; cell volume 64 A^3; mass 40 amu
bare, effective stiffness 8.87, 5.00 eV/A^2
neighbour coupling 4.0 eV/A^2; quartic 25.0 eV/A^4
omitted stiffnesses [ 6.  9. 12. 16.] eV/A^2
couplings to kept mode [1.8 2.7 3.6 4.8] eV/A^2
uniform well: u 0.173 A, depth 0.0225 eV
factorization: field change of ratio -5.6e-16
u-dependent stiffness: field change of ratio -0.53 %
isothermal entropy change -0.1610 k_B per cell
same from polarization slope -0.1610 k_B per cell
kept heat capacity, zero field 2.601 k_B
kept heat capacity, final field 2.914 k_B
total heat capacity, final field 14.914 k_B
heat-capacity factor 0.1954; mode-count factor 0.2000
raw heating, 3 moving modes 22.848 K
heating, 6 moving modes 11.051 K
corrected heating, 15 moving modes 4.341 K
raw scaled by heat capacities 4.465 K
raw scaled by mode count 4.570 K
corrected heating at half field 1.466 K
grid shifts: raw -3.5e-05 K, corrected -5.7e-06 K
mean u at corrected final state 0.0936 A
polarization at that state 21.08 uC/cm2
MD ramp time 15.3 ps; step 2.55 fs
MD slow heating, kept modes only 22.98 K
MD slow heating, full model, all modes 4.38 K
MD slow heating, full model, kept part 4.16 K
mean u, kept only: MD 0.0890, theory 0.0898 A
mean u, full: MD 0.0905, theory 0.0936 A
sudden raw heating: theory 41.44, MD 41.12 K
sudden corrected heating 8.016 K
two-phase: Tc 398 to 408 K; entropy 0.15 k_B
two-phase heating: raw 8.08, full 4.02 K
two-phase raw divided by five 1.62 K
rough omitted phonon energies [0.01  0.025 0.04  0.065] eV
quantum omitted heat capacity 10.785 k_B
heating with quantum omitted modes 4.725 K
typical kept-mode quantum energy 0.0320 eV
kept-mode quantum heat-capacity scale 7.2 % per mode
omitted frequency rise 0.1 %: heating 4.667 K
volumetric heat capacity 3.22 J/(cm3 K)
rough expansion 3e-05 /K; bulk modulus 160 GPa
constant-pressure heat-capacity excess 1.8 %
assumed leakage conductivity 1e-10 S/m
Joule heating rate 0.31 K/s
all good
```
